\section*{When a power-law rough surface first shows an ion-beam ripple peak}

\section*{Question}

I am stuck on an exercise about ripples on an ion-etched surface. The height power spectrum starts as $P(k,0)\propto k^{-2}$, and the linear growth rate is $Sk^2-Bk^4$ with $S,B>0$. I have to show that, without noise, a spectral peak at nonzero wavenumber develops only after the time $4B/S^2$.

Two things bother me. First, the growth rate has its maximum at $k_*=\sqrt{S/2B}$ from the very start. That mode outgrows all the others at once, so why is there any waiting time? Second, when I multiply $k^{-2}$ by $\exp[(Sk^2-Bk^4)t]$ and look for a maximum, I get $8B/S^2$, twice the stated time.

I would also like to see what the result means for a plausible etching run. My round numbers are $S=0.2\ \mathrm{nm^2/s}$, $B=4\ \mathrm{nm^4/s}$ and $P(k,0)=A/k^2$ with $A=0.1\ \mathrm{nm^2}$. The surface recedes at $0.1\ \mathrm{nm/s}$ under 1000 eV argon ions at oblique incidence, each removing 2 atoms of volume $0.02\ \mathrm{nm^3}$. My images resolve wavelengths from 1000 nm down to 10 nm.

\section*{Answer}

Your factor of two comes from what the growth rate refers to. The waiting time comes from the slope of the initial spectrum: the fastest mode grows fastest, but it starts with less power than its long-wave neighbours.

\subsection*{What grows at which rate}

Take $x$ along the projected beam direction and consider modes that vary along $x$. The linear, noise-free height equation is
\begin{equation}
\partial_t h=-S\,\partial_x^2h-B\,\partial_x^4h .
\end{equation}
For $h=h_k(t)e^{ikx}$ the second derivative gives $-k^2$ and the fourth gives $+k^4$, so
\begin{equation}
\dot h_k=\omega h_k,\qquad \omega(k)=Sk^2-Bk^4 .
\end{equation}
The rate therefore belongs to the \emph{amplitude}. The spectrum $P(k,t)$ is the mean of $|h_k|^2$ per unit area, taken per mode, and squaring the amplitude doubles the exponent:
\begin{equation}
P(k,t)=\frac{A}{k^2}\,\exp\!\left[2(Sk^2-Bk^4)t\right].
\label{P}
\end{equation}
At oblique incidence there may also be terms with odd derivatives, which make the ripples drift. They add an imaginary part to $\omega$; its exponential has modulus one and drops out of $P$.

If $Sk^2-Bk^4$ were instead the growth rate of the power, the 2 in \eqref{P} would be missing. That is the same as replacing $S$ by $S/2$ and $B$ by $B/2$, which turns $4B/S^2$ into
\begin{equation}
\frac{4(B/2)}{(S/2)^2}=\frac{8B}{S^2}.
\end{equation}
So your calculation was right for a different definition of the rate.

\subsection*{The condition for a peak}

A smooth spectrum that starts by falling with $k$ can have a peak only if it rises somewhere. Put $q=k^2$ and take the logarithm of \eqref{P}:
\begin{equation}
\ln P=\ln A-\ln q+2t(Sq-Bq^2).
\end{equation}
Since $\ln q=2\ln k$, we have $d/d\ln k=2q\,d/dq$. The logarithmic slope is then
\begin{align}
\frac{\partial\ln P}{\partial\ln k}
&=2q\left[-\frac1q+2t(S-2Bq)\right]\nonumber\\
&=-2+4t\,(Sq-2Bq^2).
\label{slope}
\end{align}
The $-2$ is the initial slope. The other term is what growth has added. Completing the square,
\begin{equation}
Sq-2Bq^2=\frac{S^2}{8B}-2B\,(q-q_c)^2,\qquad q_c=\frac{S}{4B},
\end{equation}
and writing $t_c=4B/S^2$, so that $S^2t/2B=2t/t_c$, we obtain
\begin{equation}
\frac{\partial\ln P}{\partial\ln k}
=2\left(\frac{t}{t_c}-1\right)-8Bt\,(q-q_c)^2 .
\label{square}
\end{equation}
Everything asked for can be read from this line.

\begin{itemize}
\item For $0<t<t_c$ the first term is negative and the second is never positive. The spectrum falls at every $k>0$, so it has no peak.
\item At $t=t_c$ the slope vanishes at the single point $q=q_c$ and is negative on both sides of it. This is a horizontal inflection. The spectrum still falls strictly, so there is still no peak.
\item For $t>t_c$ the slope is positive in an interval around $q_c$ and negative outside it.
\end{itemize}

The ends of that interval follow from setting \eqref{square} to zero:
\begin{align}
(q-q_c)^2&=\frac{1}{4Bt}\left(\frac{t}{t_c}-1\right)
=\frac{1}{4Bt_c}\left(1-\frac{t_c}{t}\right)\nonumber\\
&=\frac{S^2}{16B^2}\left(1-\frac{t_c}{t}\right)
=q_c^2\left(1-\frac{t_c}{t}\right).
\end{align}
Hence
\begin{equation}
k_\pm^2=\frac{S}{4B}(1\pm r),\qquad r=\sqrt{1-\frac{t_c}{t}} .
\label{roots}
\end{equation}
Because $0<r<1$, both roots are positive. The slope changes from negative to positive at $k_-$, a minimum, and from positive to negative at $k_+$, a maximum. There is thus exactly one peak at nonzero wavenumber after $t_c$, and none up to and including $t_c$. This proves the statement.

The peak is a local one. The factor $k^{-2}$ grows without bound as $k\to0$, so in an unlimited range of $k$ the peak is never the highest point.

\subsection*{Why the fastest mode does not win at once}

Compare two neighbouring wavenumbers below $k_*$. The larger one grows faster but starts lower. To make a rising piece of spectrum, the \emph{difference} in growth must make up for the initial deficit. What counts is how steeply $\omega$ rises with $\ln k$, and this steepness is greatest at $q_c$. At $k_*$ itself $\omega$ is flat, so growth does nothing there to the local slope, which stays at $-2$ for all time.

The peak is therefore born at
\begin{equation}
k_c=\sqrt{\frac{S}{4B}}=\frac{k_*}{\sqrt2},
\end{equation}
at a wavelength $\sqrt2$ times that of the fastest mode. From \eqref{roots}, $k_+^2\to S/2B=k_*^2$ as $t\to\infty$. In this linear model the peak wavelength shrinks with time towards the fastest-growing one. The valley moves the other way: for $t\gg t_c$, $1-r\simeq t_c/2t$, so
\begin{equation}
k_-^2\simeq\frac{S}{4B}\,\frac{t_c}{2t}=\frac{1}{2St}.
\end{equation}
Smoothing has dropped out, because at such long wavelengths $Bk^4$ is small beside $Sk^2$.

The power gained at $k_c$ by the time of onset is the same for all $S$ and $B$. There
\begin{equation}
\omega(k_c)=\frac{S^2}{4B}-\frac{S^2}{16B}=\frac{3S^2}{16B},
\qquad 2\omega(k_c)t_c=\frac32 ,
\end{equation}
so the power has risen by $e^{3/2}\approx4.5$ while the spectrum still has no peak. Absence of a peak is not evidence of a stable surface.

\subsection*{How visible the new peak is}

From \eqref{P}, the ratio of peak to valley obeys
\begin{equation}
\ln\frac{P(k_+)}{P(k_-)}=-\ln\frac{1+r}{1-r}
+2t\left[S(k_+^2-k_-^2)-B(k_+^4-k_-^4)\right].
\end{equation}
Equation \eqref{roots} gives $k_+^2-k_-^2=2rq_c$ and $k_+^4-k_-^4=4rq_c^2$. The square bracket is then
\begin{equation}
\frac{rS^2}{2B}-\frac{rS^2}{4B}=\frac{rS^2}{4B}=\frac{r}{t_c},
\end{equation}
and, since $\ln[(1+r)/(1-r)]=2\,\mathrm{artanh}\,r$,
\begin{equation}
\ln\frac{P(k_+)}{P(k_-)}=\frac{2rt}{t_c}-2\,\mathrm{artanh}\,r .
\label{contrast}
\end{equation}
Just after onset $r$ is small. With $t/t_c=1/(1-r^2)\simeq1+r^2$ and $\mathrm{artanh}\,r\simeq r+r^3/3$, the terms linear in $r$ cancel and
\begin{equation}
\ln\frac{P(k_+)}{P(k_-)}\simeq 2r^3-\frac{2r^3}{3}=\frac43\left(1-\frac{t_c}{t}\right)^{3/2}.
\end{equation}
The peak emerges very gently, so in this noise-free model a spectrum measured with some scatter will reveal it clearly only some time after $t_c$.

\subsection*{Other initial spectra and other plots}

For $P(k,0)\propto k^{-m}$ the $-2$ in \eqref{slope} becomes $-m$, while the growth term is unchanged. Its largest value is still $2t/t_c$, at the same $q_c$. A rising part needs $2t/t_c>m$, so for $m>0$
\begin{equation}
t_{\rm onset}=\frac{m\,t_c}{2}=\frac{2mB}{S^2}.
\label{m}
\end{equation}
A flat spectrum, $m=0$, has slope $4tq(S-2Bq)$. It peaks at $k_*$ for every $t>0$. This is the behaviour you expected, and it shows that the delay comes entirely from the initial downward slope.

The same formula covers a change of plot. If the power is summed over rings in an isotropic two-dimensional spectrum, it carries an extra factor $k$. The starting exponent is then $m=1$, and the peak in that plot appears after $2B/S^2$. The onset time has a meaning only together with the quantity plotted.

\subsection*{Your numbers}

The onset time is
\begin{equation}
t_c=\frac{4\times4\ \mathrm{nm^4/s}}{(0.2\ \mathrm{nm^2/s})^2}=400\ \mathrm{s}\approx6.7\ \mathrm{min}.
\end{equation}
The ring-weighted spectrum of an isotropic surface with the same coefficients would peak after 200 s, and your reading of the rate would give 800 s. The peak is born at
\begin{equation}
k_c=\sqrt{\frac{0.2}{4\times4}}\ \mathrm{nm^{-1}}=0.112\ \mathrm{nm^{-1}},
\end{equation}
a wavelength of 56 nm, while the fastest mode has $k_*=0.158\ \mathrm{nm^{-1}}$ and a wavelength of 40 nm. By then $0.1\times400=40$ nm of material has gone. Each ion removes $2\times0.02=0.04\ \mathrm{nm^3}$, so the flux is $0.1/0.04=2.5$ ions per $\mathrm{nm^2}$ and second, or $2.5\times10^{14}\ \mathrm{cm^{-2}s^{-1}}$. The dose at onset is $1.0\times10^{17}\ \mathrm{cm^{-2}}$. Both values are per area of surface. For a beam at angle $\theta$ to the surface normal, divide them by $\cos\theta$ to get the values per area across the beam.

Equations \eqref{roots} and \eqref{contrast} give the later course:
\begin{center}
\begin{tabular}{ccccc}
$t/t_c$ & $t$ (s) & $k_+$ (nm$^{-1}$) & $2\pi/k_+$ (nm) & $P(k_+)/P(k_-)$\\
1.1 & 440 & 0.128 & 49 & 1.04\\
1.5 & 600 & 0.140 & 45 & 1.5\\
2.0 & 800 & 0.146 & 43 & 2.9\\
4.0 & 1600 & 0.153 & 41 & 73
\end{tabular}
\end{center}
At 440 s the peak stands 4\% above the valley. If the modes are independent complex Gaussian variables, the power of one mode scatters by 100\% of its mean, and an average over $n$ modes by $1/\sqrt n$. The difference between two bins scatters by $\sqrt{2/n}$, so a 4\% step is twice its own scatter only when $n=2\,(2/0.04)^2=5000$ modes fall in each wavenumber bin. At 800 s the ratio of 2.9 is far easier to see: with only 10 modes in each bin, the difference is already about twice its scatter.

The long-wave edge of your image band starts with much more power than the peak region. In the linear model the peak becomes the highest point of the band only after 1286 s, or $3.2\,t_c$. Until then, a search for the largest value of the smooth spectrum returns the band edge. In a measured spectrum, scatter can make it return another wavenumber.

As a test that does not use \eqref{P}, I evolved the height equation by finite differences on a ring of 600 points spaced 2 nm apart, with starting amplitudes $\propto1/k$ and random phases. For $k<0.3\ \mathrm{nm^{-1}}$ the Fourier power had no local maximum at $0.93\,t_c$ and one at $1.10\,t_c$. At $2t_c$ the maximum lay at $0.147\ \mathrm{nm^{-1}}$, which agrees with the table within the wavenumber step of $0.005\ \mathrm{nm^{-1}}$. Further values are in the numerical output below.

\subsection*{Why ``noise-free'' is needed}

Ions arrive at random. In a patch of area $a$, the number of impacts in time $t$ has variance $Jat$, where $J$ is the flux. Each impact lowers the mean height of the patch by $V/a$, with $V=0.04\ \mathrm{nm^3}$. The height variance is $JtV^2/a$. For uncorrelated patches the power per mode is this variance times $a$, so noise feeds modes whose wavelength is long compared with the width of an impact crater at the rate
\begin{equation}
N=JV^2=2.5\times(0.04)^2\ \mathrm{nm^4/s}=0.004\ \mathrm{nm^4/s}.
\end{equation}
The spectrum then obeys $\partial_tP=2\omega P+N$, and its solution is
\begin{equation}
P=\frac{A}{k^2}e^{2\omega t}+N\int_0^t e^{2\omega s}\,ds
=\frac{A}{k^2}e^{2\omega t}+N\,\frac{e^{2\omega t}-1}{2\omega}.
\end{equation}
The integral increases with $\omega$, so the noise term rises with $k$ up to $k_*$. At $t_c$ the first term is level at $k_c<k_*$, and adding a rising term makes the sum rise. With noise of the same strength $N$ at all wavenumbers, the peak therefore appears before $t_c$. Wide impact craters would feed short waves less and make the shift smaller. For a Gaussian crater of width $\sigma$, $N$ becomes $Ne^{-k^2\sigma^2}$. With your numbers $\sigma=2$ nm moves the onset found below only from 376 s to 379 s, and the shift changes sign only for $\sigma$ above about 7 nm, much wider than a typical ion range at 1 keV.

For your numbers $\omega(k_c)=0.001875\ \mathrm{s^{-1}}$. At $k_c$ and $t_c$ the first term is $(0.1/0.0125)\,e^{1.5}=35.9\ \mathrm{nm^4}$ and the second is $0.004\,(e^{1.5}-1)/0.00375=3.7\ \mathrm{nm^4}$, an addition of 10\%. A numerical search for the first rising part of the noisy spectrum puts the onset at about 376 s, 6\% earlier than 400 s. If the removed volume varies from ion to ion, $V^2$ must be replaced by its mean square. At fixed mean volume this is larger, and so is $N$.

If the smoothing is thermal surface diffusion near equilibrium, it brings its own noise, $2Bk^2\,k_{\rm B}T/\gamma$, to be added to $N$. This choice makes $k_{\rm B}T/\gamma k^2$ the steady spectrum when $S=N=0$. With a rough surface energy $\gamma=1\ \mathrm{J/m^2}$ at 300 K, the onset moves to about 370 s.

\subsection*{How this compares with a real etching run}

Your values correspond to a current density of $40\ \mathrm{\mu A/cm^2}$ per area of surface, ripples of some tens of nanometres, and an initial roughness of 0.27 nm rms within the band. They are round numbers, not data for a particular material: $S$ and $B$ depend on the material, the ion energy, the angle and the temperature, and must be measured for a real run. The onset time depends directly on the exponent of the initial spectrum, which is assumed here. By \eqref{m}, with $S$ and $B$ fixed, $m=1$ would give 200 s and $m=3$ would give 600 s. It should be measured on the unetched surface, over wavelengths around 56 nm.

The linear equation also has a limited life. The usual leading nonlinear term is $(\lambda/2)(\nabla h)^2$. For roughness $w$ at wavenumber $k$ its size is about $\lambda k^2w^2/2$, against $Sk^2w$ for the driving term, a ratio of $\lambda w/2S$. I take $\lambda=0.2\ \mathrm{nm/s}$, twice the erosion speed, as a rough value. I also let all surface directions grow like the beam direction, which overestimates $w$ if the others grow more slowly. Then $w=0.36$ nm at $t_c$ and the ratio is $0.2\times0.36/0.4=0.18$. It is 0.35 at $2t_c$ and 0.98 at 1286 s. These are orders of magnitude, not shifts of the onset. With this $\lambda$ and isotropic growth, the nonlinear term delays the onset by only about 1\%, so linear theory is a fair guide to the birth of the peak. By $2t_c$, however, it has raised the power near the valley by roughly 30\%, which lowers the peak-to-valley ratio from 2.9 to about 2.2. The contrast at $2t_c$ is thus already approximate, and the 1286 s and the last row of the table are extrapolations.

Two further points concern $S$ and $B$ themselves. The expansion in powers of $k$ assumes wavelengths long compared with the ion range $a$. For a rough $a=2$ nm, $(k_ca)^2=0.05$. The onset is more sensitive than this number suggests, because it depends on $d\omega/d\ln k$, which weights higher powers of $k$ more. Replacing $Bk^4$ by $Bk^4[1-(ka)^2]$ shortens $t_c$ by 8\%, the dispersion of a viscous surface film of thickness $a$ shortens it by 14\%, and a factor $e^{-(ka)^2/2}$ on the $S$ term lengthens it by 10\%. The 400 s is therefore uncertain by 10 to 15\% from this cause alone. The beam also delivers $40\ \mathrm{mW/cm^2}$. A sample cooled only by radiation from one face, with emissivity 0.5 and surroundings at 300 K, would settle at 386 K. If $B$ varied as $\exp(-E/k_{\rm B}T)$ with $E=0.5$ eV, a drift of 5 K above 300 K would already raise $B$, and at fixed $S$ also $t_c$, by 37\%. In that case the sample needs good thermal contact with a temperature-controlled holder.

Flux can be traded against time in a way that depends on the smoothing. If $S$ and $B$ are both proportional to the flux at fixed energy, angle and temperature, then $t_c\propto1/J$ and the dose at onset, $Jt_c$, does not change. If $B$ is purely thermal and only $S$ follows the flux, then $t_c\propto1/J^2$, and a weaker beam allows a larger dose before the peak appears. Both statements hold for the noise-free linear model with the same initial $k^{-2}$ spectrum.

\section*{Computed values}
\begin{verbatim}
S = 0.2 nm^2/s, B = 4.0 nm^4/s, A = 0.1 nm^2
erosion speed = 0.1 nm/s, yield = 2.0 atoms/ion
atomic volume = 0.02 nm^3, ion energy = 1000 eV
image band: wavelengths 1000 nm to 10 nm
onset, formula 4B/S^2 = 400.00 s = 6.67 min
onset, found by search = 400.00 s
onset, ring-weighted spectrum = 200.00 s
onset, if rate is that of power = 800.00 s
wavenumber at birth of peak = 0.1118 1/nm
wavelength at birth of peak = 56.2 nm
fastest-growing wavenumber = 0.1581 1/nm
fastest-growing wavelength = 39.7 nm
amplitude rate at birth wavenumber = 0.001875 1/s
largest amplitude rate = 0.002500 1/s
ion flux = 2.50e+14 ions/(cm^2 s)
ion current density = 40.1 microampere/cm^2
ion dose at onset = 1.00e+17 ions/cm^2
depth removed at onset = 40.0 nm
t = 1.1 t_c = 440 s: valley k = 0.0934 1/nm,
  peak k = 0.1275 1/nm, wavelength = 49.3 nm,
  peak/valley power = 1.042 (no unit)
t = 1.5 t_c = 600 s: valley k = 0.0727 1/nm,
  peak k = 0.1404 1/nm, wavelength = 44.7 nm,
  peak/valley power = 1.515 (no unit)
t = 2.0 t_c = 800 s: valley k = 0.0605 1/nm,
  peak k = 0.1461 1/nm, wavelength = 43.0 nm,
  peak/valley power = 2.903 (no unit)
t = 4.0 t_c = 1600 s: valley k = 0.0409 1/nm,
  peak k = 0.1527 1/nm, wavelength = 41.1 nm,
  peak/valley power = 73.280 (no unit)
ring simulation, peak at 2 t_c: k = 0.1466 1/nm
ring simulation, wavenumber step = 0.0052 1/nm
peak highest in band after 1286 s = 3.21 t_c
shot-noise strength = 0.0040 nm^4/s
noise-free power at birth k and t_c = 35.85 nm^4
shot-noise addition there = 10.4 percent
onset with shot noise = 376.5 s
surface energy = 1.0 J/m^2, T = 300 K
kT/surface energy = 0.00414 nm^2
onset with shot and thermal noise = 370.3 s
slope coefficient = 0.2 nm/s
time 0: rms height = 0.27 nm, nonlinear/linear = 0.14
time t_c: rms height = 0.36 nm, nonlinear/linear = 0.18
time 2 t_c: rms height = 0.70 nm, nonlinear/linear = 0.35
time top: rms height = 1.96 nm, nonlinear/linear = 0.98
ion range a = 2.0 nm, (k a)^2 at birth = 0.050
beam heat load = 40.1 mW/cm^2
T if cooled by radiation only (emissivity 0.5) = 386 K
B and t_c factor for +5 K at 0.5 eV = 1.37
\end{verbatim}
